# Does a decaying field below the plasma frequency mean absorption?

**Q:** I have a thick layer of heavily doped n-type silicon with $10^{20}$ electrons per cm³, and I shine light of 10 000 nm on it. The field inside falls by a factor $e$ every 333 nm. The light goes in and does not come out at the back, so the layer absorbs it.

**A:** How do you get the 333 nm?

**Q:** From free carriers in a background of permittivity $\varepsilon_\infty=11.7$, with an optical mass of 0.26 electron masses. I left collisions out to keep it simple.

**A:** Then let us see what that model says about energy. I write fields as real parts of complex amplitudes times $e^{-i\omega t}$, and I keep a collision rate $\gamma$ so that we can switch it on later. For an electron of charge $-e$,

$$m\frac{dv}{dt}=-eE-m\gamma v\quad\Rightarrow\quad v=\frac{-eE}{m(\gamma-i\omega)} .$$

The current density is $J=-Nev=Ne^2E/[m(\gamma-i\omega)]$. It adds to the background displacement current:

$$-i\omega\varepsilon_0\varepsilon_\infty E+J=-i\omega\varepsilon_0\varepsilon E,\qquad \varepsilon=\varepsilon_\infty+\frac{iJ}{\omega\varepsilon_0E}.$$

Since $\gamma-i\omega=-i(\omega+i\gamma)$, this becomes

$$\varepsilon=\varepsilon_\infty-\frac{\omega_p^2}{\omega(\omega+i\gamma)},\qquad \omega_p^2=\frac{Ne^2}{\varepsilon_0m}.$$

For $\gamma=0$, $\varepsilon$ is real, and it is negative when $\omega<\omega_p/\sqrt{\varepsilon_\infty}$. Your photon energy is 0.124 eV and this screened plasma energy is 0.213 eV, so you are below it. With $\omega_p^2/\omega^2=34.50$, $\varepsilon=11.70-34.50=-22.80$.

**Q:** I would have compared with $\hbar\omega_p$ itself, which is 0.728 eV.

**A:** That is not enough. At 3000 nm the photon has 0.413 eV, which is below 0.728 eV. But $\omega_p^2/\omega^2$ scales as wavelength squared, so $\varepsilon=11.70-34.50\times0.3^2=8.60$. It is positive, and the wave propagates.

**Q:** Fine. At 10 000 nm it is negative, and the field decays. Where does the energy go, if not into the silicon?

**A:** Look at the magnetic field too. Take normal incidence from vacuum, the medium filling $z>0$, no magnetic response, $k_0=\omega/c$ and $Z_0=\mu_0c$. With $E$ along $x$ and $H$ along $y$, Maxwell's equations are

$$\frac{dE}{dz}=i\omega\mu_0H,\qquad \frac{dH}{dz}=i\omega\varepsilon_0\varepsilon E .$$

Differentiate the first and insert the second. With $\varepsilon=-\kappa^2$,

$$\frac{d^2E}{dz^2}=-k_0^2\varepsilon E=\kappa^2k_0^2E .$$

The growing solution is excluded because the medium extends to infinity and the field must stay bounded. So $E=E_te^{-\kappa k_0z}$. Here $\kappa=\sqrt{22.80}=4.775$, and $1/(\kappa k_0)$ is your 333 nm. The first equation then gives

$$H=\frac{-\kappa k_0}{i\omega\mu_0}E=\frac{i\kappa}{Z_0}E .$$

The factor $i$ is a quarter-cycle shift. Let $\theta=\omega t-\arg E_t$. The real electric field is $|E_t|e^{-\kappa k_0z}\cos\theta$. Because the real part of $ie^{-i\theta}$ is $\sin\theta$, the real magnetic field is $(\kappa/Z_0)|E_t|e^{-\kappa k_0z}\sin\theta$. Their product is the instantaneous flux:

$$S(z,t)=\frac{\kappa|E_t|^2}{2Z_0}\,e^{-2\kappa k_0z}\sin2\theta .$$

**Q:** Its average over a cycle is zero, at every depth.

**A:** Yes. In the steady state, no net energy crosses any plane inside the medium, and none crosses the surface.

**Q:** Then all of it must be reflected. Can you get that without assuming it?

**A:** Match the fields at $z=0$. Let $r$ and $t$ be the reflected and transmitted electric amplitudes relative to the incident one. The reflected wave carries $H$ with the opposite sign, so continuity of $E$ and $H$ gives

$$1+r=t,\qquad 1-r=i\kappa t .$$

Adding these gives $t=2/(1+i\kappa)$, and then

$$r=t-1=\frac{1-i\kappa}{1+i\kappa},\qquad |r|^2=\frac{1+\kappa^2}{1+\kappa^2}=1 .$$

The reflected wave keeps its full amplitude and acquires a phase $\varphi=-2\arctan\kappa=-156.3^\circ$.

**Q:** But the field inside is not zero, so something got in.

**A:** Something goes in and out, and it is not small. Divide the peak of $S$ at the surface by the incident mean flux $I_0=|E_i|^2/2Z_0$:

$$\frac{S_{\rm peak}}{I_0}=\kappa|t|^2=\frac{4\kappa}{1+\kappa^2}=0.80 .$$

Twice per optical cycle the inward flux reaches 80% of the incident mean, and twice it flows out equally strongly.

**Q:** What holds the energy in between? With a negative permittivity, $\tfrac14\varepsilon_0\varepsilon|E|^2$ would be a negative energy.

**A:** That expression is not the stored energy of a dispersive medium. Count the parts instead. Multiply the time-dependent Ampère law by $E$, Faraday's law by $H$, and add:

$$-\frac{\partial(EH)}{\partial z}=\frac{\partial}{\partial t}\left(\tfrac12\varepsilon_0\varepsilon_\infty E^2+\tfrac12\mu_0H^2\right)+JE .$$

The last term is the work done on the electrons. Replace $-eE$ by $m\,dv/dt+m\gamma v$:

$$JE=-NevE=\frac{\partial}{\partial t}\left(\tfrac12Nmv^2\right)+Nm\gamma v^2 .$$

The first part is kinetic energy, which can be given back. The second is heat, and it vanishes for $\gamma=0$. So the stored energy density $u$ is the sum of the two field terms and the kinetic term. To average it, let $|E|$ be the local amplitude, and use $|H|=\kappa|E|/Z_0$ and $|v|=e|E|/(m\omega)$:

$$\langle u\rangle=\frac{\varepsilon_0|E|^2}{4}\left(\varepsilon_\infty+\kappa^2+\frac{\omega_p^2}{\omega^2}\right)=\frac{\varepsilon_0|E|^2}{2}\,\frac{\omega_p^2}{\omega^2},$$

because $\kappa^2=\omega_p^2/\omega^2-\varepsilon_\infty$. It is positive, and half of it is kinetic energy.

**Q:** How much is stored, compared with what arrives?

**A:** Integrate over depth. The factor $e^{-2\kappa k_0z}$ contributes $1/(2\kappa k_0)$. With $I_0=\tfrac12\varepsilon_0c|E_i|^2$ and $|t|^2=4/(1+\kappa^2)$, the stored energy per area $U$ gives

$$\tau=\frac{U}{I_0}=\frac{|t|^2}{2\kappa\omega}\frac{\omega_p^2}{\omega^2}=\frac{2\omega_p^2}{\omega^3\kappa(1+\kappa^2)} .$$

Numerically, $\omega\tau=2\times34.50/(4.775\times23.80)=0.607$, so $\tau=3.2$ fs. The medium holds what the beam delivers in 3.2 fs. That energy is supplied while the beam is being switched on, so the zero mean flux belongs to the steady state.

**Q:** And when I switch the beam off, it comes back?

**A:** Yes, if you switch it off gradually, over several optical cycles. A sudden switch-off also contains frequencies above the screened plasma frequency, and these can carry part of the energy away into the depth. For a gradual one, you can see the return as a delay. A reflected pulse is a sum of terms with phase $\varphi(\omega)-\omega t$. For a narrow band, they add up best where the derivative of this phase with respect to $\omega$ vanishes, at $t=d\varphi/d\omega$. From $2\kappa\,d\kappa/d\omega=-2\omega_p^2/\omega^3$,

$$\frac{d\varphi}{d\omega}=-\frac{2}{1+\kappa^2}\frac{d\kappa}{d\omega}=\frac{2\omega_p^2}{\omega^3\kappa(1+\kappa^2)}=\tau .$$

The pulse leaves late by the time that the stored energy accounts for.

**Q:** Still, $2\kappa k_0$ is $6.0\times10^4$ cm⁻¹ here. I know that quantity as the absorption coefficient.

**A:** It tells you how fast $|E|^2$ falls. Whether energy is lost is a separate question. If $\varepsilon$ is real and positive, a wave travelling one way keeps its amplitude. In a uniform medium, adding a little loss makes it decay, and the decay then does measure absorption. If $\varepsilon$ is negative, the field decays with no loss at all.

**Q:** Then show me absorption in the same layer. Real electrons do collide.

**A:** Take a mobility of 80 cm²/Vs at 300 K. From $\mu=e/(m\gamma)$, the collision time $1/\gamma$ is 11.8 fs, and $\gamma/\omega=0.449$. The permittivity becomes $-17.0+12.9i$. Its square root, the complex index $n+i\kappa$, is $1.472+4.379i$; $\kappa$ still sets the decay. In the matching conditions $i\kappa$ is replaced by $n+i\kappa$, so

$$R=\frac{(n-1)^2+\kappa^2}{(n+1)^2+\kappa^2},\qquad 1-R=\frac{4n}{(n+1)^2+\kappa^2}=\frac{5.886}{25.29}=0.233 .$$

The thick layer now absorbs 23% of the light. The decay length has gone from 333 to 363 nm.

**Q:** So the field decays more slowly than before, and yet the absorption has gone from nothing to 23%.

**A:** At fixed density, mass and wavelength, yes. You can also check that the missing light is the heat. The mean heating is $Nm\gamma\langle v^2\rangle$, and $|v|^2=e^2|E|^2/[m^2(\omega^2+\gamma^2)]$. Therefore

$$Nm\gamma\langle v^2\rangle=\frac{\varepsilon_0}{2}\frac{\omega_p^2\gamma}{\omega^2+\gamma^2}|E|^2=\tfrac12\omega\varepsilon_0\,{\rm Im}\,\varepsilon\,|E|^2 .$$

Integrate over depth and divide by $I_0$. This gives ${\rm Im}\,\varepsilon\,|t|^2/(2\kappa)$. Squaring the index shows that ${\rm Im}\,\varepsilon=2n\kappa$, so the result is $n|t|^2=4n/[(n+1)^2+\kappa^2]$, which is $1-R$.

**Q:** Is there a simple way to see how much a little collision rate costs?

**A:** For weak loss, use the lossless fields. The heating $Nm\gamma\langle v^2\rangle$ is $2\gamma$ times the kinetic energy, and the kinetic energy is half of $\langle u\rangle$. So the heating is $\gamma\langle u\rangle$, and

$$1-R\approx\gamma\tau .$$

The absorbed fraction is the collision rate times the storage time. Here it gives $0.449\times0.607=0.273$, which is 17% above the full value of 0.233, mainly because $\gamma\tau$ itself is not small. The denominator of $1-R$ is $1+n^2+\kappa^2+2n$. Without the last term the result would be 0.263, within 4% of $\gamma\tau$; the term $2n$ lowers it by a fraction of about $\gamma\tau/2$. For the same reason the estimate fails close to the screened plasma frequency, where $\kappa\to0$ and $\tau$ grows without bound. In the lossless model, $R$ stays at 1 on that approach even though the decay length diverges.

**Q:** Here is an objection. If a decaying field carries no net energy, a thin layer could not transmit anything. But thin metal films do.

**A:** Without loss, a single decaying wave carries none. A layer of finite thickness $d$ has a back face, and then the growing solution is allowed too. Write $E=ae^{\kappa k_0z}+be^{-\kappa k_0z}$. The magnetic field of the growing part has the opposite sign, so $Z_0H=i\kappa(be^{-\kappa k_0z}-ae^{\kappa k_0z})$. In $\tfrac12{\rm Re}(EH^*)$ the two separate terms drop out, and the cross terms give

$$\langle S\rangle=\frac{\kappa}{Z_0}\,{\rm Im}(ab^*) .$$

This does not depend on $z$, as it must not without heating. It is nonzero unless the phases of $a$ and $b$ are equal or differ by $180^\circ$, and an exit into a transparent substrate gives them a phase difference strictly between $0$ and $180^\circ$.

**Q:** How much gets through?

**A:** Let the substrate have index $n_s$ and let $E_d$ be the field at the back face, where $Z_0H=n_sE_d$. With $s=\kappa k_0(z-d)$, the solution that meets both conditions is

$$E=E_d\left(\cosh s+\frac{in_s}{\kappa}\sinh s\right),\qquad Z_0H=\frac{1}{ik_0}\frac{dE}{dz}=E_d\left(n_s\cosh s-i\kappa\sinh s\right).$$

At the front face $s=-x$, with $x=\kappa k_0d$. There the incident amplitude satisfies $2E_i=E+Z_0H$, since the reflected wave cancels in this sum:

$$2E_i=E_d\left[(1+n_s)\cosh x+i\left(\kappa-\frac{n_s}{\kappa}\right)\sinh x\right].$$

The transmitted fraction is $T=n_s|E_d/E_i|^2$:

$$T=\frac{4n_s}{(1+n_s)^2\cosh^2x+(\kappa-n_s/\kappa)^2\sinh^2x} .$$

On undoped silicon, $n_s=\sqrt{11.7}=3.42$. A lossless layer of 500 nm has $x=1.50$ and $T=0.075$; one of 1000 nm has $T=0.0038$. The rest is reflected. For large $x$, $T$ falls as $e^{-2x}$, and the half-space result returns.

**Q:** Has that limit been tried without putting in the decaying solution by hand?

**A:** Yes, by stepping Maxwell's equations and the electron motion forward in time. The lossless layer was about six decay lengths thick, with vacuum on both sides, so light could escape at the back. After a gradual switch-on, $R$ was 1.00000 and $T$ was $4\times10^{-6}$. At a depth of 167 nm the mean flux was $4\times10^{-6}$ of the incident one, while its peak was 0.295. The half-space formula gives that peak as $0.8025\,e^{-1}=0.295$. The numerical output lists these values with the others.

**Q:** Does anything change if the beam comes in at an angle?

**A:** Without collisions the reflectivity does not (with our collision rate it does: at $45^\circ$, $R$ is 0.83 for s and 0.69 for p polarization), but "zero flux" needs a qualifier. At angle $\alpha$ the fields vary as $e^{ik_0x\sin\alpha-qk_0z}$ with $q^2=\sin^2\alpha-\varepsilon$. The mean flux does not depend on $x$. Without heating, its normal component cannot depend on $z$ either, and it vanishes at infinity, so it is zero everywhere and $R=1$ for both polarizations.

Along the surface it is different. For $E$ along $y$ (s polarization), Faraday's law gives $H_z=E_y\sin\alpha/Z_0$, so

$$\langle S_x\rangle=\tfrac12{\rm Re}(E_yH_z^*)=\frac{\sin\alpha}{2Z_0}|E_y|^2 .$$

For $H$ along $y$ (p polarization), Ampère's law gives $E_z=-Z_0H_y\sin\alpha/\varepsilon$, so

$$\langle S_x\rangle=-\tfrac12{\rm Re}(E_zH_y^*)=\frac{Z_0\sin\alpha}{2\varepsilon}|H_y|^2 ,$$

which is negative. At $45^\circ$, just inside the surface, these are $+0.059$ and $-0.114$ of the incident flux along the beam. Energy runs parallel to the surface, backwards in the second case, but none is carried into the depth.

**Q:** So what should I expect of my actual silicon?

**A:** The density, mass and mobility are rough values for very heavy n-type doping, and using a direct-current mobility at infrared frequencies is itself an approximation. Of the effects estimated here, collisions change the reflectivity most: within the model they lower $R$ from 1 to 0.77 for a thick layer at normal incidence. That value follows the mobility: 60 and 100 cm²/Vs give 0.71 and 0.81. A 500 nm layer on undoped silicon, with collisions, reflects 73%, transmits 6% and absorbs 20%. For a rough band nonparabolicity of 0.5 per eV, the optical mass rises by about 10% at 300 K, which moves the lossless $\varepsilon$ from $-22.8$ to $-19.6$. It changes the decay length but leaves the lossless $R$ at 1. Lattice absorption, taken as roughly 1 cm⁻¹, would by itself take about $10^{-5}$ of the light.

**Q:** And at 1550 nm, where my waveguides work?

**A:** With the same mass and background, $\varepsilon$ would reach zero only at $1.4\times10^{21}$ cm⁻³, fourteen times your density. At such densities the mass does not stay the same, and the nonparabolicity used above would raise this to about $2\times10^{21}$ cm⁻³. Your doped silicon has a positive real permittivity there. In a uniform region of it, the decay of a travelling wave in this model comes from collisions, and there your reading of decay as absorption is right. Real n-type silicon also absorbs by lifting electrons from one conduction band to another, which the model leaves out.

## Table of computed values

```
Carrier density: 1.00e+20 cm^-3
Optical mass: 0.26 electron masses
Background permittivity: 11.7
Wavelength: 10000 nm
Photon energy: 0.1240 eV
Bare plasma energy: 0.7282 eV
Screened plasma energy: 0.2129 eV
(plasma/light frequency)^2: 34.499
Lossless permittivity: -22.799
kappa: 4.7748
Field decay length: 333.3 nm
Intensity decay constant: 6.000e+04 cm^-1
Lossless R: 1.000000, phase -156.34 deg
Surface |E/E_incident|^2: 0.1681
Peak surface flux / incident mean: 0.8025
Reflection delay: 3.223 fs
Simulation, lossless: R 1.00000, T 4.0e-06
Simulation probe depth: 166.7 nm
Simulation mean flux / incident: 3.9e-06
Peak flux there: sim 0.2952, formula 0.2952
45 deg: R_s 1.000000, R_p 1.000000
45 deg tangential flux/incident: s 0.0594, p -0.1139
At 3000 nm: photon 0.4133 eV
At 3000 nm: eps 8.595, R 0.2414
Density for eps=0 at 1550 nm: 1.41e+21 cm^-3
Mobility: 80 cm2/Vs at 300 K
Collision time: 11.83 fs
Collision rate / light frequency: 0.4489
Lossy eps: -17.013 + 12.889 i
Lossy index: 1.4716 + 4.3793 i
Lossy field decay length: 363.4 nm
Lossy R: 0.7672, absorbed 0.2328
Simulation, lossy: absorbed 0.2328
Weak-loss estimate of absorption: 0.2726
Thin film in vacuum: 500.0 nm
Its T: sim 0.03428, formula 0.03429
Substrate index: 3.4205
Lossless 500 nm layer on substrate: T 0.07483
Lossless 1000 nm layer on substrate: T 0.00376
Lossy 500 nm layer: R 0.7339, T 0.0638
Lossy 500 nm layer: absorbed 0.2023
Valley masses: 0.92, 0.19 electron masses
Valley-averaged mass: 0.2583 electron masses
Fermi level 0.0611 eV, thermal energy 0.0259 eV
Nonparabolicity: 0.50 per eV
Mass factor 1.1008, lossless eps -19.641
Fast-carrier speed: 5.07e+05 m/s
Carrier travel (speed/omega) / decay length: 0.0081
Lattice absorption coefficient: 1.0 cm^-1
Absorbed fraction from lattice: 9.6e-06
Incident intensity: 1.0 kW/cm2
Peak field inside: 3.56e-04 MV/cm
Carrier quiver speed: 127.8 m/s
```
